# Why only M1, E2, M3 and so on enter hyperfine structure: verification in Python

```python
"""Multipole form of the electron-nucleus interaction, H = sum_k T^k . M^k.
Result under test: for levels I and J of definite parity only M1, E2, M3, ...
survive, with k <= 2I and k <= 2J.
C_kq: Racah-normalised spherical harmonic.  Moments of charge rho, current j:
 inner electric  int rho r^k C_kq ;  outer electric  int rho r^(-k-1) C_kq
 inner magnetic  1/(k+1) int (r x j).grad(r^k C_kq)
 outer magnetic  -1/k int (r x j).grad(r^(-k-1) C_kq)
W_k: product of the stretched (m = I, m = J) moments with its prefactor.
X_k(F): angular factor, so that E_F = sum_k W_k X_k(F).
Model: proton in oscillator p3/2, electron in hydrogen-like 3d3/2."""
import numpy as np
from math import factorial, sqrt, pi
from scipy import constants as sc
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j


def solid(k, q, p):
    """r^k C_kq and its gradient at the points p (3, N)."""
    x, y, z = p
    a, b = -(x + 1j*y)/2, (x - 1j*y)/2
    val = np.zeros(x.shape, complex)
    grad = np.zeros((3,) + x.shape, complex)
    for u in range(k + 1):
        v = u - q
        w = k - u - v
        if v < 0 or w < 0:
            continue
        c = sqrt(factorial(k+q)*factorial(k-q))
        c /= factorial(u)*factorial(v)*factorial(w)
        val += c*a**u*b**v*z**w
        da = c*u*a**max(u-1, 0)*b**v*z**w
        db = c*v*a**u*b**max(v-1, 0)*z**w
        grad[0] += (db - da)/2
        grad[1] += -0.5j*(da + db)
        grad[2] += c*w*a**u*b**v*z**max(w-1, 0)
    return val, grad


def harmonic(k, q, p, outer):
    val, grad = solid(k, q, p)
    if outer:
        r = np.sqrt((p**2).sum(0))
        grad = grad*r**(-2*k-1) - (2*k+1)*r**(-2*k-3)*p*val
        val = val*r**(-2*k-1)
    return val, grad


def electric(k, q, rho, p, w, outer=False):
    return np.sum(w*rho*harmonic(k, q, p, outer)[0])


def magnetic(k, q, j, p, w, outer=False):
    grad = harmonic(k, q, p, outer)[1]
    total = np.sum(w*(np.cross(p, j, axis=0)*grad).sum(0))
    return -total/k if outer else total/(k+1)


# ---- both expansions against direct sums for displaced, tilted sources ----
rng = np.random.default_rng(4)


def loop(centre, radius, n=240):
    e = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    t = 2*pi*np.arange(n)/n
    pts = np.array(centre)[:, None] + radius*(
        np.outer(e[0], np.cos(t)) + np.outer(e[1], np.sin(t)))
    dl = radius*(np.outer(e[1], np.cos(t)) - np.outer(e[0], np.sin(t)))
    return pts, dl*2*pi/n


def distance(p1, p2):
    return np.sqrt(((p1[:, :, None] - p2[:, None, :])**2).sum(0))


pn, jn = loop((0.05, -0.05, 0.10), 0.15)
pe, je = loop((0.2, 0.3, 0.4), 1.5)
loop_direct = -np.sum((jn.T @ je)/distance(pn, pe))
loop_sum = sum((-1)**q*magnetic(k, q, je, pe, 1, True)
               * magnetic(k, -q, jn, pn, 1)
               for k in range(1, 17) for q in range(-k, k+1))
assert abs(loop_sum - loop_direct) < 1e-7*abs(loop_direct)
qn, qe = np.array([1., -0.4, 0.7]), np.array([-1., 0.3, -0.6])
rn = rng.uniform(-0.12, 0.12, (3, 3))
re = rng.normal(size=(3, 3))
re *= 1.2/np.sqrt((re**2).sum(0))
charge_direct = np.sum(np.outer(qn, qe)/distance(rn, re))
charge_sum = sum((-1)**q*electric(k, q, qe, re, 1, True)
                 * electric(k, -q, qn, rn, 1)
                 for k in range(17) for q in range(-k, k+1))
assert abs(charge_sum - charge_direct) < 1e-8


# ---- spinor states on a quadrature grid ----
def grid(rmax, nr=60, nt=16, nf=12):
    xr, wr = np.polynomial.legendre.leggauss(nr)
    ct, wt = np.polynomial.legendre.leggauss(nt)
    r, wr = rmax*(xr+1)/2, wr*rmax/2
    f = 2*pi*np.arange(nf)/nf
    R, C, P = [a.ravel() for a in np.meshgrid(r, ct, f, indexing="ij")]
    w = np.einsum("i,j,k->ijk", wr*r**2, wt, np.full(nf, 2*pi/nf)).ravel()
    S = np.sqrt(1 - C**2)
    return np.array([R*S*np.cos(P), R*S*np.sin(P), R*C]), w


def gaussian(r):
    return np.exp(-r*r/2), -np.exp(-r*r/2)


def exponential(c):
    return lambda r: (np.exp(-c*r), -c*np.exp(-c*r)/r)


def spinor(l, j, m, radial, p, w):
    """Normalised |l j m> and gradient; radial gives g and g'/r, R = g r^l."""
    g, g1 = radial(np.sqrt((p**2).sum(0)))
    plus, minus = sqrt((l+m+.5)/(2*l+1)), sqrt(max(l-m+.5, 0)/(2*l+1))
    coef = (plus, minus) if j > l else (-minus, plus)
    psi = np.zeros((2, w.size), complex)
    dpsi = np.zeros((2, 3, w.size), complex)
    for s, ms in enumerate((0.5, -0.5)):
        ml = int(round(m - ms))
        if abs(ml) <= l:
            val, grad = solid(l, ml, p)
            psi[s] = coef[s]*g*val
            dpsi[s] = coef[s]*(g*grad + g1*p*val)
    norm = sqrt(np.sum(w*(abs(psi)**2).sum(0)))
    return psi/norm, dpsi/norm


sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def density(state):
    return (abs(state[0])**2).sum(0)


def current(state, gs):
    """Orbital plus spin current in magnetons, for unit positive charge."""
    psi, dpsi = state
    orbital = 2*np.einsum("an,ain->in", psi.conj(), dpsi).imag
    d = 2*np.einsum("an,jab,bin->ijn", psi.conj(), sigma, dpsi).real
    curl = np.array([d[1, 2]-d[2, 1], d[2, 0]-d[0, 2], d[0, 1]-d[1, 0]])
    return orbital + gs/2*curl


gp = sc.value("proton g factor")
ng, nw = grid(9.0)


def nuc_E(k, st):
    return electric(k, 0, density(st), ng, nw).real


def nuc_M(k, st):
    return magnetic(k, 0, current(st, gp), ng, nw).real


p32 = spinor(1, 1.5, 1.5, gaussian, ng, nw)
d32 = spinor(2, 1.5, 1.5, gaussian, ng, nw)
d52 = spinor(2, 2.5, 2.5, gaussian, ng, nw)
M1, E2, M3 = nuc_M(1, p32), nuc_E(2, p32), nuc_M(3, p32)
assert abs(M1 - (1 + gp/2)) < 1e-9       # orbital plus spin moment
assert abs(E2 + 0.5) < 1e-9              # -1/5 times <r^2> = 5/2
assert abs(M3 + 1.5*gp/2) < 1e-9         # 3<r^2><C_20> times spin moment
for st in (p32, d32):
    for k in range(1, 6):
        e, m = abs(nuc_E(k, st)), abs(nuc_M(k, st))
        assert (e > 1e-2) if k == 2 else (e < 1e-8)
        assert (m > 1e-2) if k in (1, 3) else (m < 1e-8)
E4_52, M5_52 = nuc_E(4, d52), nuc_M(5, d52)
assert abs(E4_52) > 1e-2 and abs(M5_52) > 1e-2


# ---- parity broken, with and without breaking of time reversal ----
def mixed(eta):
    n = sqrt(1 + abs(eta)**2)
    return tuple((a + eta*b)/n for a, b in zip(p32, d32))


def toroidal(st):
    j = current(st, gp)
    rj, r2 = (ng*j).sum(0), (ng**2).sum(0)
    return np.sum(nw*(ng[2]*rj - 2*r2*j[2]))/10


probe = {}
for name, eta in (("real", 0.1), ("imaginary", 0.1j)):
    st = mixed(eta)
    probe[name] = (nuc_E(1, st), nuc_M(2, st), nuc_E(3, st), toroidal(st))
assert min(abs(v) for v in probe["real"][:3]) > 1e-3
assert abs(probe["real"][3]) < 1e-9
assert max(abs(v) for v in probe["imaginary"][:3]) < 1e-9
assert abs(probe["imaginary"][3]) > 1e-3

# ---- electron moments; length unit a0/Z, moment unit Bohr magneton ----
eg, ew = grid(60.0)
d_el = spinor(2, 1.5, 1.5, exponential(1/3), eg, ew)
T1, T3 = [magnetic(k, 0, -current(d_el, 2), eg, ew, True).real
          for k in (1, 3)]
F2 = -electric(2, 0, density(d_el), eg, ew, True).real
r3 = np.sum(ew*density(d_el)/np.sqrt((eg**2).sum(0))**3)
assert abs(r3 - 1/405) < 1e-9
assert abs(T1 - 2*2.4*r3) < 1e-9 and abs(F2 - 0.2*r3) < 1e-9
sg, sw = grid(20.0)
s_el = spinor(0, 0.5, 0.5, exponential(1.0), sg, sw)
contact = magnetic(1, 0, -current(s_el, 2), sg, sw, True).real
assert abs(contact - 8*pi/3/pi) < 1e-8   # (8 pi/3) |psi(0)|^2


# ---- angular factors: 6j formula against explicit tensor matrices ----
def half(x):
    return Rational(int(round(2*x)), 2)


def threej(j, k, m1, q, m2):
    return float(wigner_3j(half(j), k, half(j), half(m1), q, half(m2)))


def X(F, k, I, J):
    six = float(wigner_6j(half(F), half(I), half(J), k, half(J), half(I)))
    return ((-1)**int(round(I+J+F))*six
            / (threej(I, k, -I, 0, I)*threej(J, k, -J, 0, J)))


def tensor(j, k, q):
    n = int(2*j + 1)
    t = np.zeros((n, n))
    for a in range(n):
        b = a + q
        if 0 <= b < n:
            t[a, b] = (-1)**a*threej(j, k, a-j, q, j-b)
    return t/threej(j, k, -j, 0, j)


I = J = 1.5
Fs = [0, 1, 2, 3]
Xm = np.array([[X(F, k, I, J) for k in range(4)] for F in Fs])
for k in (1, 2, 3):
    op = sum((-1)**q*np.kron(tensor(J, k, q), tensor(I, k, -q))
             for q in range(-k, k+1))
    want = np.sort(np.repeat(Xm[:, k], [2*F+1 for F in Fs]))
    assert np.allclose(np.linalg.eigvalsh(op), want, atol=1e-10)
for i, j in ((1.5, 2.5), (0.5, 3), (2, 2)):
    levels = np.arange(abs(i-j), i+j+1)
    ranks = range(int(2*min(i, j)) + 1)
    mat = np.array([[X(F, k, i, j) for k in ranks] for F in levels])
    assert mat.shape[0] == mat.shape[1] == np.linalg.matrix_rank(mat)
for k, (l, st) in ((1, (1, p32)), (3, (1, p32))):
    low = spinor(l, 1.5, 0.5, gaussian, ng, nw)
    ratio = -threej(1.5, k, -0.5, 0, 0.5)/threej(1.5, k, -1.5, 0, 1.5)
    assert abs(nuc_M(k, low)/nuc_M(k, st) - ratio) < 1e-8

# ---- worked example: first-order constants in Hz ----
Z, b = 10, 2e-15
a0 = sc.value("Bohr radius")
muB, muN = sc.value("Bohr magneton"), sc.value("nuclear magneton")
mag = sc.mu_0/(4*pi)*muB*muN/sc.h
cou = sc.e**2/(4*pi*sc.epsilon_0)/sc.h
L = a0/Z
W = np.array([0, mag*M1*T1/L**3, cou*E2*b**2*F2/L**3, mag*M3*b**2*T3/L**5])
E = Xm @ W
assert abs(sum((2*F+1)*e for F, e in zip(Fs, E))) < 1e-6*abs(W[1])


# ---- operator form in the full 3d shell; mixing with 3d5/2 ----
def spin(j):
    m = np.arange(j, -j-1, -1)
    up = np.diag(np.sqrt(j*(j+1) - m[1:]*(m[1:]+1)), 1)
    return [(up+up.T)/2, (up-up.T)/2j, np.diag(m)]


def place(ops, slot):
    eyes = [np.eye(5), np.eye(2), np.eye(4)]
    out = []
    for o in ops:
        f = eyes[:slot] + [o] + eyes[slot+1:]
        out.append(np.kron(np.kron(f[0], f[1]), f[2]))
    return out


def quad(v, c):
    return [[(v[i]@v[j] + v[j]@v[i])/2 - (i == j)*c/3*np.eye(40)
             for j in range(3)] for i in range(3)]


l, s, n = place(spin(2), 0), place(spin(.5), 1), place(spin(1.5), 2)
ql, qi = quad(l, 6), quad(n, 3.75)
rr = [[-2/21*ql[i][j] for j in range(3)] for i in range(3)]
field = [l[i] + 3*sum(s[j]@rr[i][j] for j in range(3)) for i in range(3)]
HM = 2*mag*M1/1.5*r3/L**3*sum(field[i]@n[i] for i in range(3))
HQ = -cou*E2*b**2*r3/L**3*sum(rr[i][j]@qi[i][j]
                              for i in range(3) for j in range(3))
P = (np.eye(40) - sum(l[i]@s[i] for i in range(3)))/2.5
Q = np.eye(40) - P
tot = [l[i]+s[i]+n[i] for i in range(3)]
FF = sum(t@t for t in tot)


def level_energies(H):
    out = []
    for F in Fs:
        proj = P
        for G in range(5):
            if G != F:
                proj = proj@(FF - G*(G+1)*np.eye(40))/(F*(F+1) - G*(G+1))
        out.append(np.trace(proj@H).real/(2*F+1))
    return np.array(out)


first = level_energies(HM + HQ)
assert np.allclose(first, Xm[:, :3] @ W[:3], atol=1e-7*abs(W[1]))
alpha = sc.fine_structure
hartree = sc.value("Hartree energy")/sc.h
gap = alpha**2*Z**4*hartree/(2*27*6)


def dirac(j):
    k = j + 0.5
    d = 3 - k + sqrt(k*k - (Z*alpha)**2)
    return hartree/alpha**2*(1 + (Z*alpha/d)**2)**-0.5


assert abs((dirac(2.5) - dirac(1.5))/gap - 1) < 0.02  # (Z alpha)^2 terms
second = {}
for name, H in (("M1 only", HM), ("M1 and E2", HM+HQ)):
    second[name] = np.linalg.solve(Xm, level_energies(-P@H@Q@H@P/gap))
assert abs(second["M1 only"][3]) < 1e-8*np.max(abs(second["M1 only"]))
assert abs(second["M1 and E2"][3]) > 1e-6*np.max(abs(second["M1 and E2"]))

print(f"Loop energy, direct sum:    {loop_direct:.9f} (mu0 i i'/4pi)")
print(f"Loop energy, multipole sum: {loop_sum.real:.9f} (mu0 i i'/4pi)")
print(f"Charge energy, direct:      {charge_direct:.9f} (model unit)")
print(f"Charge energy, multipoles:  {charge_sum.real:.9f} (model unit)")
print("Parity-mixed p3/2 + eta d3/2, |eta| = 0.1, oscillator units:")
for name, v in probe.items():
    v = [0.0 if abs(x) < 1e-9 else x for x in v]
    print(f" eta {name}: E1 {v[0]:.5f} e b, M2 {v[1]:.5f} muN b")
    print(f"   E3 {v[2]:.5f} e b^3, toroidal {v[3]:.5f} muN b")
print(f"d5/2 proton: E4 = {E4_52:.4f} e b^4, M5 = {M5_52:.4f} muN b^4")
print(f"1s contact T1 = {contact:.6f} muB/(a0/Z)^3")
print(f"Input: Z = {Z}, b = {b*1e15:.1f} fm, I = {I}, J = {J}")
print(f"Proton g factor = {gp:.6f}")
print(f"Nuclear M1 = {M1:.5f} muN")
print(f"Nuclear E2 = {E2*b**2*1e30:.4f} e fm^2")
print(f"Nuclear M3 = {M3*b**2*1e30:.4f} muN fm^2")
print(f"Electron <r^-3> = {r3:.8f} (Z/a0)^3")
print(f"Electron T1 = {T1:.8f} muB (Z/a0)^3")
print(f"Electron F2 = {F2:.8f} e (Z/a0)^3")
print(f"Electron T3 = {T3:.8f} muB (Z/a0)^5")
print(f"W1/h = {W[1]/1e6:.4f} MHz")
print(f"W2/h = {W[2]/1e6:.6f} MHz")
print(f"W3/h = {W[3]:.4f} Hz")
print(f"A/h = {W[1]/(I*J)/1e6:.4f} MHz")
print(f"B/h = {4*W[2]/1e6:.6f} MHz")
print(f"C/h = {W[3]:.4f} Hz")
for F, x, e in zip(Fs, Xm, E):
    print(f"F={F}: X1 {x[1]:.5f}, X2 {x[2]:.5f}, X3 {x[3]:.5f}")
    print(f"   E_F/h = {e/1e6:.4f} MHz, M3 part = {x[3]*W[3]:.3f} Hz")
print(f"3d5/2 - 3d3/2 splitting = {gap/1e12:.4f} THz")
for name, v in second.items():
    v3 = 0.0 if abs(v[3]) < 1e-8*np.max(abs(v)) else v[3]
    print(f"Second order, {name}: k=1 {v[1]:.2f} Hz, k=2 {v[2]:.2f} Hz")
    print(f"   k=3 {v3:.4f} Hz")
print(f"Second-order k=3 / true W3 = {second['M1 and E2'][3]/W[3]:.3f}")
print("all good")
```

Printed output:

```
Loop energy, direct sum:    -0.163631839 (mu0 i i'/4pi)
Loop energy, multipole sum: -0.163631839 (mu0 i i'/4pi)
Charge energy, direct:      -1.437283912 (model unit)
Charge energy, multipoles:  -1.437283912 (model unit)
Parity-mixed p3/2 + eta d3/2, |eta| = 0.1, oscillator units:
 eta real: E1 -0.06262 e b, M2 0.22453 muN b
   E3 0.09393 e b^3, toroidal 0.00000 muN b
 eta imaginary: E1 0.00000 e b, M2 0.00000 muN b
   E3 0.00000 e b^3, toroidal -0.29342 muN b
d5/2 proton: E4 = 0.7500 e b^4, M5 = 10.4732 muN b^4
1s contact T1 = 2.666667 muB/(a0/Z)^3
Input: Z = 10, b = 2.0 fm, I = 1.5, J = 1.5
Proton g factor = 5.585695
Nuclear M1 = 3.79285 muN
Nuclear E2 = -2.0000 e fm^2
Nuclear M3 = -16.7571 muN fm^2
Electron <r^-3> = 0.00246914 (Z/a0)^3
Electron T1 = 0.01185185 muB (Z/a0)^3
Electron F2 = 0.00049383 e (Z/a0)^3
Electron T3 = -0.00016722 muB (Z/a0)^5
W1/h = 2144.4627 MHz
W2/h = -2.320640 MHz
W3/h = 4.7737 Hz
A/h = 953.0945 MHz
B/h = -9.282559 MHz
C/h = 4.7737 Hz
F=0: X1 -1.66667, X2 5.00000, X3 -35.00000
   E_F/h = -3585.7078 MHz, M3 part = -167.080 Hz
F=1: X1 -1.22222, X2 1.00000, X3 21.00000
   E_F/h = -2623.3304 MHz, M3 part = 100.248 Hz
F=2: X1 -0.33333, X2 -3.00000, X3 -7.00000
   E_F/h = -707.8590 MHz, M3 part = -33.416 Hz
F=3: X1 1.00000, X2 1.00000, X3 1.00000
   E_F/h = 2142.1420 MHz, M3 part = 4.774 Hz
3d5/2 - 3d3/2 splitting = 10.8141 THz
Second order, M1 only: k=1 -2214.85 Hz, k=2 492.19 Hz
   k=3 0.0000 Hz
Second order, M1 and E2: k=1 -2076.67 Hz, k=2 530.54 Hz
   k=3 -1.1323 Hz
Second-order k=3 / true W3 = -0.237
all good
```
